\section*{The Biot Coefficient of a Porous Film with Homogeneous Solid}

\section{What goes wrong without it}

A porous low-$k$ film is filled with toluene, and the vapour above it is then lowered until the liquid in the pores is under a tension of some $40$ MPa. The film shrinks, and one wants its stiffness from the shrinkage. How much of the liquid tension loads the skeleton? One guess is all of it. Another is the fraction $\phi$ of a cross-section that is liquid. For the film worked out below, $200$ nm thick with $\phi=0.30$, the first guess predicts a shrinkage of $1.25$ nm and the second $0.38$ nm. Linear poroelasticity gives $0.84$ nm. Reading that shrinkage with the first guess would make the film's uniaxial modulus $9$ GPa instead of $6$ GPa.

The missing quantity is the Biot coefficient $\alpha$. Under the conditions stated next, it follows from two bulk moduli, and the shape of the pores enters through the drained modulus alone.

\section{Setting and conventions}

The solid is linear elastic, homogeneous and isotropic, with bulk modulus $K_s$. The pores are connected and hold fluid at one pressure $p$, which acts on every pore wall. Strains are small and surface stress is left out. Stress and strain are positive in tension, while $p$ is positive in compression. All three are changes from a reference state.

Take a representative volume $V$, a fraction $\phi$ of which is pore. Its total stress is the average over solid and fluid,
\begin{equation}
\bar\sigma_{ij}=\frac1V\int_{\rm solid}\sigma_{ij}\,dV-\phi p\,\delta_{ij},
\qquad \sigma_m=\tfrac13\bar\sigma_{kk}.
\label{total}
\end{equation}
The macroscopic strain is $\varepsilon_{ij}$, and $\varepsilon=\varepsilon_{kk}$ is the relative change of bulk volume.

Let the body be isotropic on the large scale. The problem is linear, so $\sigma_m$ is a linear function of the two loads $\varepsilon$ and $p$:
\begin{equation}
\sigma_m=K\varepsilon-\alpha p .
\label{law}
\end{equation}
This defines both coefficients. $K$ is the drained bulk modulus, measured at $p=0$. $\alpha$ is the compressive total stress that builds up, per unit of $p$, when the bulk volume is held fixed. The claim is
\begin{equation}
\boxed{\;\alpha=1-\frac{K}{K_s}\;}
\label{biot}
\end{equation}

\section{Derivation from one uniform state}

Two coefficients are tied together if one solution with $p\neq0$ is known. There is one that needs no knowledge of the pore shape: the same pressure $p$ outside the body and in the pores.

Try $\sigma_{ij}=-p\,\delta_{ij}$ everywhere in the solid. It has to pass three conditions.
\begin{itemize}
\item Equilibrium: the stress is constant, so its divergence vanishes.
\item Pore walls: with $n$ the normal pointing out of the solid, the traction is $\sigma_{ij}n_j=-p\,n_i$, which is the push of the fluid, whatever the wall's orientation.
\item Compatibility: Hooke's law for an isotropic solid gives the strain $-(p/3K_s)\,\delta_{ij}$. Because $K_s$ is the same everywhere, this strain is uniform and belongs to the continuous displacement $u_i=-(p/3K_s)\,x_i$.
\end{itemize}
The solution is unique. The difference of two solutions with the same $p$ and the same macroscopic strain has no traction on the walls and no macroscopic strain, so no work is done on it. Its elastic energy is zero, and so is its strain.

Solid and pores therefore shrink in proportion, like a photograph being reduced. The macroscopic strain equals the local one, so
\begin{equation}
\varepsilon=-\frac{p}{K_s},\qquad
\sigma_m=-(1-\phi)p-\phi p=-p .
\end{equation}
Put both into \eqref{law}:
\begin{equation}
-p=-\frac{K}{K_s}\,p-\alpha p .
\end{equation}
Division by $-p$ gives $1=K/K_s+\alpha$, which is \eqref{biot}.

To see its meaning, solve \eqref{law} for the strain:
\begin{equation}
\varepsilon=\frac{\sigma_m+\alpha p}{K}
=\frac{\sigma_m+p}{K}-\frac{p}{K_s}.
\end{equation}
The first term is the drained skeleton under the stress in excess of $-p$. The second is the uniform compression of the solid by $p$.

\paragraph{Anisotropic pore structure.} If the solid is still isotropic but the pores are not, the law reads $\bar\sigma_{ij}=C_{ijkl}\varepsilon_{kl}-\alpha_{ij}p$, with $C$ the drained stiffness. The same uniform state, $\varepsilon_{kl}=-(p/3K_s)\delta_{kl}$ and $\bar\sigma_{ij}=-p\,\delta_{ij}$, gives
\begin{equation}
-p\,\delta_{ij}=-\frac{p}{3K_s}C_{ijkk}-\alpha_{ij}p
\quad\Longrightarrow\quad
\alpha_{ij}=\delta_{ij}-\frac{C_{ijkk}}{3K_s}.
\label{tensor}
\end{equation}
For an isotropic or cubic body $C_{ijkk}=3K\delta_{ij}$, and \eqref{biot} returns.

\section{Second road: the pore volume}

Let $\zeta$ be the change of pore volume divided by $V$, and let $p_s$ be the mean pressure in the solid. The trace of \eqref{total} reads
\begin{equation}
\sigma_m=-(1-\phi)p_s-\phi p .
\label{trace}
\end{equation}
Since $K_s$ is uniform, the solid changes its volume by the fraction $-p_s/K_s$. Per unit bulk volume this is $-(1-\phi)p_s/K_s$. Pore change is bulk change minus solid change:
\begin{equation}
\zeta=\varepsilon+\frac{(1-\phi)p_s}{K_s}.
\end{equation}
From \eqref{trace} and \eqref{law}, $(1-\phi)p_s=-\sigma_m-\phi p=-K\varepsilon+(\alpha-\phi)p$, so that
\begin{equation}
\zeta=\Bigl(1-\frac{K}{K_s}\Bigr)\varepsilon+\frac{\alpha-\phi}{K_s}\,p .
\label{zeta}
\end{equation}

Energy now supplies $\alpha$ without the uniform state. Let $W$ be the elastic energy of the solid per bulk volume. The outer boundary supplies the work $\sigma_m\,d\varepsilon$. Fluid pushed in at pressure $p$ to fill the extra pore volume supplies $p\,d\zeta$; for this bookkeeping the fluid may be taken as incompressible, so that it stores nothing. Then
\begin{equation}
dW=\sigma_m\,d\varepsilon+p\,d\zeta,
\qquad
d(W-p\zeta)=\sigma_m\,d\varepsilon-\zeta\,dp .
\label{energy}
\end{equation}
The mixed second derivatives of $W-p\zeta$ are equal, hence
\begin{equation}
\left.\frac{\partial\sigma_m}{\partial p}\right|_{\varepsilon}
=-\left.\frac{\partial\zeta}{\partial\varepsilon}\right|_{p}.
\end{equation}
The left side is $-\alpha$ by \eqref{law}, and the right side is $-(1-K/K_s)$ by \eqref{zeta}. This is \eqref{biot} again, with a second meaning: $\alpha$ is the share of a drained volume change that is taken up by the pores.

\paragraph{Bounds and limits.} Hold $\varepsilon=0$ and raise $p$ from zero. By \eqref{energy} and \eqref{zeta} the stored energy is
\begin{equation}
W=\tfrac12 p\,\zeta=\frac{\alpha-\phi}{2K_s}\,p^2\ge0 ,
\end{equation}
so $\alpha\ge\phi$. Stability requires $K\ge0$, so $\alpha\le1$. Together,
\begin{equation}
\phi\le\alpha\le1,\qquad K\le(1-\phi)K_s .
\end{equation}
For a skeleton much softer than its solid, $K\ll K_s$, the coefficient tends to one and the first guess of the opening is right. For vanishing porosity with $K\to K_s$ it tends to zero. For an isotropic body the second guess, $\alpha=\phi$, is a lower bound that is not reached at nonzero porosity, because a solid with loaded pore walls stores energy. For anisotropic pores the same argument bounds only the mean $\alpha_{kk}/3$. Straight parallel pores along $z$ have $\alpha_{zz}-\phi=\nu_s(\alpha_{xx}+\alpha_{yy}-2\phi)$, with $\nu_s$ the Poisson ratio of the solid, so $\alpha_{zz}=\phi$ when $\nu_s=0$.

\section{A computed cell, and two ways to fail}

The claim can be tried on a definite structure. Take a periodic cube of $8\times8\times8$ finite elements, pierced along each axis by a square channel three elements wide. The porosity is $0.316$ and the solid has Poisson ratio $0.25$. In units of the solid's Young modulus, $K_s=0.6667$. Imposed strain with empty pores gives $K=0.2593$, so $1-K/K_s=0.6111$. Pressure on the walls at fixed strain gives $\alpha=0.6111$ directly. The mesh is coarse, so neither $K$ nor $\alpha$ is a converged value for this geometry. With $16$ and $24$ elements per edge, $K$ falls to $0.250$ and $0.247$, and $1-K/K_s$ rises to $0.625$ and $0.630$. The numbers in the cases below move by up to $0.02$ at $16$ elements per edge. The relation between $K$ and $\alpha$ does not suffer, because the elements can represent the uniform strain on which it rests.

The pore volume change per unit pressure at fixed strain comes out as $0.4420$, equal to $(\alpha-\phi)/K_s$. With channels of unequal cross-section, the three direct values $0.640$, $0.626$ and $0.588$ agree with \eqref{tensor}.

\paragraph{Mixed solid.} Make the blocks where the struts meet five times stiffer than the struts. Equal pressure inside and outside no longer produces a uniform strain, and the third condition of the derivation is lost. The direct value is $\alpha=0.679$, whereas \eqref{biot} with the volume average of the two solid moduli gives $0.789$.

\paragraph{Closed pores.} Put an empty closed cavity, $5.3\,\%$ of the cell, into each block of the uniform solid. The pressure does not reach its wall, so the second condition is lost. Now $1-K/K_s=0.657$, but the direct value is $0.583$. If the cavity is given the common pressure, the direct value returns to $0.657$. By superposition the difference, $0.075$, is the contribution of pressure on the cavity wall.

\section{A film bonded to a substrate}

A film on a thick wafer cannot contract sideways. For an isotropic film,
\begin{equation}
\bar\sigma_{ij}=\Bigl(K-\tfrac23G\Bigr)\varepsilon\,\delta_{ij}+2G\varepsilon_{ij}-\alpha p\,\delta_{ij},
\end{equation}
with $G$ the drained shear modulus. Let $z$ be the film normal. Bonding sets $\varepsilon_{xx}=\varepsilon_{yy}=0$, so $\varepsilon=\varepsilon_{zz}$. The top surface is free, so $\bar\sigma_{zz}=0$:
\begin{equation}
0=\Bigl(K+\tfrac43G\Bigr)\varepsilon_{zz}-\alpha p
\quad\Longrightarrow\quad
\varepsilon_{zz}=\frac{\alpha p}{M},\qquad M=K+\tfrac43G .
\label{film}
\end{equation}
The in-plane stress follows from $K-\frac23G=M-2G$:
\begin{equation}
\bar\sigma_{xx}=(M-2G)\frac{\alpha p}{M}-\alpha p=-\frac{2G}{M}\,\alpha p .
\label{inplane}
\end{equation}
Liquid under tension has $p<0$. The film then gets thinner and its in-plane stress is tensile.

A detached film with all faces free has $\sigma_m=0$, hence $\varepsilon=\alpha p/K$ and a thickness strain $\alpha p/(3K)$. For $\nu>0$ the bonded film changes its thickness more, by the factor $3K/M=(1+\nu)/(1-\nu)$ with $\nu$ the drained Poisson ratio, because the sideways contraction it is denied would have thickened it.

\section{Worked example: toluene in an organosilicate film}

Rough typical inputs are a thickness of $200$ nm, $\phi=0.30$, a film Young modulus of $5$ GPa, a skeleton Young modulus of $15$ GPa and Poisson ratio $0.25$ for both. With $K=E/[3(1-2\nu)]$ and $G=E/[2(1+\nu)]$,
\begin{align}
K&=\frac{5}{1.5}=3.33\ \text{GPa},& K_s&=\frac{15}{1.5}=10\ \text{GPa},\\
G&=\frac{5}{2.5}=2.0\ \text{GPa},& M&=3.33+2.67=6.0\ \text{GPa}.
\end{align}
Hence $\alpha=1-3.33/10=0.667$, which lies between $\phi$ and one.

The reference state is the film saturated at relative vapour pressure $h=1$. At $h=0.20$ and $T=298$ K the liquid is in equilibrium with the vapour. Relative to saturation, the chemical potential of an incompressible liquid has changed by $V_mp$ and that of an ideal vapour by $RT\ln h$. A molar mass of $92$ g/mol and a density of about $0.87\ \text{g/cm}^3$ give $V_m=106\ \text{cm}^3/\text{mol}$, so that
\begin{equation}
p=\frac{RT}{V_m}\ln h=\frac{8.314\times298}{1.06\times10^{-4}}\,(-1.609)\ \text{Pa}=-37.6\ \text{MPa}.
\end{equation}
Equations \eqref{film} and \eqref{inplane} give
\begin{align}
\varepsilon_{zz}&=\frac{0.667\times(-37.6)}{6000}=-0.42\,\%,\\
\Delta t&=-0.0042\times200\ \text{nm}=-0.84\ \text{nm},\\
\bar\sigma_{xx}&=-\frac{2\times2.0}{6.0}\times0.667\times(-37.6)=+16.7\ \text{MPa}.
\end{align}

\paragraph{From shrinkage to modulus.} In practice $\varepsilon_{zz}$ is measured and $M$ is wanted, but $\alpha$ itself contains $K$. Write $K=\kappa M$ with $\kappa=(1+\nu)/[3(1-\nu)]$. Then $M\varepsilon_{zz}=(1-\kappa M/K_s)\,p$, and division by $Mp$ gives
\begin{equation}
\frac1M=\frac{\varepsilon_{zz}}{p}+\frac{\kappa}{K_s}.
\end{equation}
Setting $\alpha=1$ drops the last term. Here it would give $M=6.0/0.667=9.0$ GPa, which is $50\,\%$ too high within this model.

\section{How far the numbers can be trusted}

The pores must still be full at $h=0.20$. With surface tension $\gamma=0.028$ N/m the meniscus radius is $2\gamma/|p|=1.5$ nm, so wetted cylindrical pores of smaller radius stay filled in equilibrium. For a slit, the same length limits the full width. Pores in porous low-$k$ films can be of this size. Wider pores that reach the vapour through equally wide openings empty earlier, and \eqref{film} with a single $p$ then no longer applies. Classical nucleation theory puts the barrier to a bubble in the stretched liquid at about $63\,k_BT$. That speaks against rapid cavitation, but the critical bubble is at least as large as the pore and the barrier goes as $\gamma^3$. A surface tension $10\,\%$ lower gives $46\,k_BT$, and one $20\,\%$ lower gives $32\,k_BT$, so the figure is a rough guide.

An important omission is surface stress. When a wetting liquid replaces the vapour at a pore wall, the load on the wall changes by a pressure of order $\gamma/r=19$ MPa at $r=1.5$ nm, half of $|p|$. This is the low end, since $1.5$ nm is the widest cylinder that stays filled; a spherical pore of that radius, or a cylinder half as wide, gives a load as large as $|p|$. If the wall was dry at the start, the adsorption of vapour that comes first adds a term that can be of similar size. The results above therefore must not be read as changes from the dry film. Starting from the saturated film removes this term, but the wall energy still drifts as the liquid is stretched. If the liquid at the wall has an excess equivalent to a layer of $0.1$ nm, the drift is of order $0.1/1.5$, or $7\,\%$ of $|p|$, and grows as $1/r$ in narrower pores.

Real skeletons also depart from the homogeneous solid. Suppose a fraction $f=0.05$ of the skeleton were closed spherical pores much smaller than its walls. The hollow-sphere model gives the effective bulk modulus $K_s(1-f)/[1+3K_sf/(4G_s)]=8.9$ GPa, with $G_s=15/2.5=6$ GPa the shear modulus of the solid. This is an upper bound for an isotropic solid with that porosity, so other pore shapes can lower it further. With the drained moduli held fixed, $\alpha$ would fall to $0.63$, and the shrinkage to $0.79$ nm. The skeleton modulus is itself uncertain, since a dense film of similar composition need not have the same bonding. From $d\alpha=(K/K_s)\,dK_s/K_s$, an error of $10\,\%$ in $K_s$ moves $\alpha$ by $0.03$. A surface layer altered by plasma processing breaks homogeneity across the thickness, and such a film should be treated layer by layer.

Other effects are smaller. A liquid bulk modulus of $1.1$ GPa changes $p$ to about $-37$ MPa. Finite-strain corrections are of relative order $\varepsilon_{zz}$ times a factor of a few, so one to two per cent. The vapour's own pressure is about $2\times10^{-5}$ of $|p|$ and its drop from saturation about $8\times10^{-5}$, and the strain of a silicon wafer under the film is about $10^{-7}$. Two limits are not sized here: uptake of solvent by the skeleton itself, and the use of continuum elasticity in walls a nanometre or so thick. The numerical check contains the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
CELL (moduli in units of the solid Young modulus)
voxels per edge: 8
cell porosity: 0.3164
K_s: 0.6667
drained K: 0.2593
alpha from wall pressure: 0.61108
alpha from 1-K/K_s: 0.61108
drained pore change / bulk change: 0.61108
pore change per p at fixed strain: 0.44201
(alpha-phi)/K_s: 0.44201
anisotropic alpha x,y,z direct: [0.64   0.6255 0.5881]
anisotropic alpha x,y,z formula: [0.64   0.6255 0.5881]
mixed solid, alpha direct: 0.6786
mixed solid, alpha with average K_s: 0.7892
closed cavity volume fraction: 0.05273
empty closed cavity, alpha direct: 0.5826
same cell, 1-K/K_s: 0.6574
cavity at common p, alpha direct: 0.6574
FILM
porosity: 0.3
thickness: 200 nm
film Young modulus: 5 GPa
skeleton Young modulus: 15 GPa
Poisson ratio of both: 0.25
K: 3.333 GPa
G: 2 GPa
K_s: 10 GPa
M: 6 GPa
alpha: 0.6667
temperature: 298 K
relative vapour pressure: 0.2
toluene molar volume: 106 cm3/mol
liquid pressure p: -37.62 MPa
thickness strain: -0.418 %
thickness change: -0.836 nm
thickness change if alpha=1: -1.254 nm
in-plane stress: 16.72 MPa
NEGLECTED EFFECTS
surface tension: 0.028 N/m
meniscus radius: 1.489 nm
wetting pressure scale, dry reference: 18.81 MPa
wall layer: 0.1 nm
wall layer / radius: 0.067
liquid bulk modulus: 1.1 GPa
p with compressible liquid: -36.99 MPa
bubble barrier / kT: 63.2
closed pore fraction of skeleton: 0.05
K_s with closed pores: 8.941 GPa
alpha with closed pores: 0.6272
vapour pressure / |p|: 2e-05
substrate strain: 9.6e-08
\end{verbatim}
